# Spin degeneracy of O2 and the neutral oxygen-vacancy concentration: verification in Python

```python
# Result under test: leaving the spin degeneracy g = 3 of O2 out of the oxygen
# chemical potential makes the dilute neutral-vacancy concentration too small
# by sqrt(3).
# Symbols: T temperature, p O2 pressure, lam thermal wavelength, E_f formation
# energy against half an O2 molecule (lowest vibrational level, rotational
# origin), mu_O oxygen chemical potential on the same zero, x vacant fraction
# of oxygen sites, M number of oxygen sites, N0 initial number of O2 molecules.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln
from pyscf import gto, scf, mcscf, fci

k, h, eV = sc.k, sc.h, sc.e
root3 = np.sqrt(3.0)

# Rough typical inputs
T = 1073.15                       # K
p_torr = 1.0e-3
p = p_torr * sc.torr              # Pa
E_f = 3.0                         # eV
site_density = 4.6e22             # cm^-3
film_nm = 50.0
bond = 0.121e-9                   # m
vib_cm = 1560.0                   # cm^-1
spin_spin_cm = 2.0                # cm^-1
m_O = 16.0 * sc.atomic_mass
m_O2 = 2 * m_O
kT = k * T / eV                   # eV
theta_rot = sc.hbar**2 / (2 * (m_O / 2) * bond**2 * k)
theta_vib = h * sc.c * 100 * vib_cm / k
theta_ss = h * sc.c * 100 * spin_spin_cm / k


def wavelength(temp):
    return h / np.sqrt(2 * np.pi * m_O2 * k * temp)


def q_vib(temp):
    return 1 / (1 - np.exp(-theta_vib / temp))


def mu_O(temp, pressure, g):
    """Oxygen chemical potential in eV from the derived gas formula."""
    q_int = g * temp / (2 * theta_rot) * q_vib(temp)
    volume_per_molecule = k * temp / pressure
    return -0.5 * k * temp / eV * np.log(
        volume_per_molecule / wavelength(temp)**3 * q_int)


def fraction(energy, temp, pressure, g):
    odds = np.exp(-(energy + mu_O(temp, pressure, g)) * eV / (k * temp))
    return odds / (1 + odds)


# Ground-state spin: full CI of two electrons in the two pi* orbitals
mol = gto.M(atom=[["O", (0, 0, 0)], ["O", (0, 0, bond * 1e10)]],
            basis="def2-svp", spin=2, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
orbitals = mf.mo_coeff[:, np.argsort(-mf.mo_occ, kind="stable")]
cas = mcscf.CASCI(mf, 2, (1, 1))
cas.canonicalization = False
cas.fcisolver.nroots = 4
cas.kernel(orbitals)
cas_energy = np.array(cas.e_tot)
spin_sq = [fci.spin_op.spin_square(c, 2, (1, 1))[0] for c in cas.ci]
assert abs(spin_sq[0] - 2) < 1e-6
assert max(abs(s) for s in spin_sq[1:]) < 1e-6
cas_gap = (cas_energy[1] - cas_energy[0]) * sc.value("Hartree energy in eV")
assert cas_gap > 5 * kT


# Rotation and spin: diagonalize theta_rot*(J-S)^2 + spin-spin coupling.
# Nuclear symmetry of oxygen-16 admits only odd rotational number N.
def rotation_spin_sum(temp):
    total = 0.0
    for J in range(0, 221):
        sigmas = [0] if J == 0 else [-1, 0, 1]
        dim = len(sigmas)
        H = np.zeros((dim, dim))
        for i, s in enumerate(sigmas):
            H[i, i] = (theta_rot * (J * (J + 1) + 2 - 2 * s * s)
                       + theta_ss * (2 / 3) * (3 * s * s - 2))
            if i + 1 < dim:
                H[i, i + 1] = H[i + 1, i] = -theta_rot * np.sqrt(
                    (J * (J + 1) - s * (s + 1)) * (2 - s * (s + 1)))
        levels, vectors = np.linalg.eigh(H)
        for level, v in zip(levels, vectors.T):
            reflection = v @ v[::-1]      # -1: N = J, +1: N = J-1 or J+1
            N_is_odd = (J % 2 == 1) if reflection < 0 else (J % 2 == 0)
            if N_is_odd:
                total += (2 * J + 1) * np.exp(-level / temp)
    return total


def spinless_rotor_sum(temp):
    N = np.arange(1, 222, 2)
    return np.sum((2 * N + 1) * np.exp(-theta_rot * N * (N + 1) / temp))


z_spin, z_nospin = rotation_spin_sum(T), spinless_rotor_sum(T)
g_counted = z_spin / z_nospin
assert abs(g_counted - 3) < 1e-3
assert abs(z_spin / (3 * T / (2 * theta_rot)) - 1) < 2e-3

# Translational sum over the levels of a hard-walled box, one dimension
L = 1e-6
quantum = np.arange(1, 1500001, dtype=float)
box_sum = np.sum(np.exp(-(quantum * h / L)**2 / (8 * m_O2 * k * T)))
assert abs(box_sum * wavelength(T) / L - 1) < 1e-4


# Closed box of solid and gas: explicit sum over the number of vacancies;
# no chemical potential is used.
def counted_fraction(M, energy, pressure, z_rot):
    N0 = 1e9
    n = np.arange(0, min(M, 20000) + 1, 2, dtype=float)
    log_q = np.log(N0 * k * T / pressure / wavelength(T)**3
                   * z_rot * q_vib(T))
    log_w = (gammaln(M + 1) - gammaln(n + 1) - gammaln(M - n + 1)
             - n * energy / kT + n / 2 * log_q
             - gammaln(N0 + n / 2 + 1) + gammaln(N0 + 1))
    w = np.exp(log_w - log_w.max())
    assert w[-1] < 1e-12
    return np.sum(n * w) / np.sum(w) / M


M_big = 10**9
count_full = counted_fraction(M_big, E_f, p, z_spin)
count_omit = counted_fraction(M_big, E_f, p, z_nospin)
x_full, x_omit = fraction(E_f, T, p, 3), fraction(E_f, T, p, 1)
assert abs(count_full / x_full - 1) < 2e-3   # classical rotor in formula
assert abs(count_omit / x_omit - 1) < 2e-3
assert abs(count_full / count_omit - root3) < 1e-3
count_triple_p = counted_fraction(M_big, E_f, 3 * p, z_spin)
assert abs(count_triple_p / count_omit - 1) < 1e-3

# Beyond the dilute limit
E_low = 1.8
sat_full = counted_fraction(10**4, E_low, p, z_spin)
sat_omit = counted_fraction(10**4, E_low, p, z_nospin)
sat_ratio = sat_full / sat_omit
assert abs(sat_ratio - (root3 - (root3 - 1) * sat_full)) < 1e-3

# Disordered network: Gaussian spread of site energies
spread = 0.2
site_E = np.linspace(E_f - 6 * spread, E_f + 6 * spread, 8001)
weight = np.exp(-(site_E - E_f)**2 / (2 * spread**2))
weight /= weight.sum()
dis_full = np.sum(weight * fraction(site_E, T, p, 3))
dis_omit = np.sum(weight * fraction(site_E, T, p, 1))
enhancement = dis_full / x_full
assert abs(dis_full / dis_omit - root3) < 5e-3
assert abs(enhancement / np.exp(spread**2 / (2 * kT**2)) - 1) < 1e-2

# Charged vacancies: electrons supplied by V2+, band edge at zero energy
mass_e, level = 0.2, -0.1
N_c = 2 * (2 * np.pi * mass_e * sc.m_e * k * T / h**2)**1.5 * 1e-6


def n_boltzmann(eta):
    return N_c * np.exp(eta)


def n_fermi(eta):
    # substitution u = s^2 removes the square-root singularity
    value = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)), 0, 9)[0]
    return N_c * 2 / np.sqrt(np.pi) * value


def neutrality(v0, density):
    def charged(eta):
        return v0 * np.exp(2 * (level / kT - eta))
    eta = brentq(lambda y: np.log(density(y) / (2 * charged(y))), -20, 10,
                 xtol=1e-12)
    return density(eta), charged(eta)


v_full, v_omit = x_full * site_density, x_omit * site_density
nb_full, nb_omit = (neutrality(v, n_boltzmann)[0] for v in (v_full, v_omit))
assert abs(nb_full / nb_omit - 3**(1 / 6)) < 1e-6
n_full, c_full = neutrality(v_full, n_fermi)
n_omit, c_omit = neutrality(v_omit, n_fermi)
assert abs(n_full / n_omit - 3**(1 / 6)) < 0.03   # mild degeneracy
total_ratio = (v_full + c_full) / (v_omit + c_omit)

# Other neglected effects
singlets = (2 * np.exp(-1.0 / kT) + np.exp(-1.6 / kT)) / 3
phonon = 0.05
ladder = np.sum(np.exp(-(np.arange(400) + 0.5) * phonon / kT))
phonon_factor = ladder**-3
energy_factor = np.exp(0.1 / kT)
log_room = (np.log10(site_density)
            - (E_f + mu_O(300.0, p, 3)) * eV / (k * 300.0) / np.log(10))


def entropy(g):
    t, d = 298.15, 0.01
    slope = (mu_O(t + d, 1e5, g) - mu_O(t - d, 1e5, g)) / (2 * d)
    return -2 * slope * eV * sc.N_A


S3, S1 = entropy(3), entropy(1)
assert abs(S3 - S1 - sc.R * np.log(3)) < 1e-3
shift = mu_O(T, p, 1) - mu_O(T, p, 3)
sheet = film_nm * 1e-7

print(f"Temperature: {T:.2f} K; kT: {kT:.5f} eV")
print(f"O2 pressure: {p_torr:.1e} Torr = {p:.4f} Pa")
print(f"Formation energy E_f: {E_f:.1f} eV")
print(f"Oxygen site density: {site_density:.2e} cm^-3")
print(f"Film thickness: {film_nm:.0f} nm")
print(f"O2 bond length: {bond*1e9:.3f} nm; vibration: {vib_cm:.0f} cm^-1")
print(f"Spin-spin constant: {spin_spin_cm:.1f} cm^-1")
print(f"S^2 of lowest CAS(2,2) state: {spin_sq[0]:.4f}")
print(f"CAS(2,2)/def2-SVP gap to first singlet: {cas_gap:.3f} eV")
print(f"Rotational temperature: {theta_rot:.4f} K")
print(f"Vibrational temperature: {theta_vib:.1f} K")
print(f"Thermal wavelength: {wavelength(T)*1e9:.6f} nm")
print(f"kT/(p lam^3): {k*T/p/wavelength(T)**3:.4e}")
print(f"Rotational factor T/(2 theta): {T/(2*theta_rot):.2f}")
print(f"Vibrational factor: {q_vib(T):.4f}")
print(f"Rotation-spin sum, diagonalized: {z_spin:.2f}")
print(f"Rotor sum without spin: {z_nospin:.2f}")
print(f"Spin degeneracy from the two sums: {g_counted:.6f}")
print(f"mu_O with g=3: {mu_O(T, p, 3):.4f} eV")
print(f"mu_O with g omitted: {mu_O(T, p, 1):.4f} eV")
print(f"Error in mu_O: {shift*1000:.2f} meV")
print(f"Vacant fraction, correct: {x_full:.4e}")
print(f"Vacant fraction, g omitted: {x_omit:.4e}")
print(f"Neutral vacancies, correct: {v_full:.3e} cm^-3")
print(f"Neutral vacancies, g omitted: {v_omit:.3e} cm^-3")
print(f"Sheet density, correct: {v_full*sheet:.3e} cm^-2")
print(f"Sheet density, g omitted: {v_omit*sheet:.3e} cm^-2")
print(f"Closed-box fraction, correct: {count_full:.4e}")
print(f"Closed-box fraction, g omitted: {count_omit:.4e}")
print(f"Closed-box ratio: {count_full/count_omit:.5f}; sqrt(3): {root3:.5f}")
print(f"Closed-box fraction at triple pressure: {count_triple_p:.4e}")
print(f"Shortfall from omission: {100*(1-x_omit/x_full):.1f} %")
print(f"Saturation case E_f: {E_low:.1f} eV; fraction: {sat_full:.4f}")
print(f"Saturation case, g omitted: {sat_omit:.4f}; ratio: {sat_ratio:.4f}")
print(f"Site-energy spread: {spread:.1f} eV; gain: {enhancement:.2f}")
print(f"Ratio with site-energy spread: {dis_full/dis_omit:.4f}")
print(f"O2 singlets, relative change of g: {singlets:.2e}")
print(f"Phonon energy, three modes: {phonon*1000:.0f} meV")
print(f"Phonon factor on concentration: {phonon_factor:.3f}")
print(f"Factor from 0.1 eV error in E_f: {energy_factor:.2f}")
print(f"Electron mass: {mass_e:.1f} m_e; (2+/0) level: {level:.1f} eV")
print(f"Band density of states N_c: {N_c:.3e} cm^-3")
print(f"Electrons, correct: {n_full:.3e} cm^-3")
print(f"Electrons, g omitted: {n_omit:.3e} cm^-3")
print(f"Charged vacancies V2+, correct: {c_full:.3e} cm^-3")
print(f"Electron ratio, Fermi-Dirac: {n_full/n_omit:.4f}")
print(f"Electron ratio, Boltzmann: {nb_full/nb_omit:.4f}")
print(f"Ratio for all vacancies: {total_ratio:.4f}")
print(f"log10 of equilibrium V0 per cm^3 at 300 K: {log_room:.1f}")
print(f"O2 entropy, 298.15 K, 1 bar, g=3: {S3:.2f} J/(mol K)")
print(f"O2 entropy, same, g omitted: {S1:.2f} J/(mol K)")
print("every check passed")
```

Running it gives:

```
Temperature: 1073.15 K; kT: 0.09248 eV
O2 pressure: 1.0e-03 Torr = 0.1333 Pa
Formation energy E_f: 3.0 eV
Oxygen site density: 4.60e+22 cm^-3
Film thickness: 50 nm
O2 bond length: 0.121 nm; vibration: 1560 cm^-1
Spin-spin constant: 2.0 cm^-1
S^2 of lowest CAS(2,2) state: 2.0000
CAS(2,2)/def2-SVP gap to first singlet: 1.297 eV
Rotational temperature: 2.0708 K
Vibrational temperature: 2244.5 K
Thermal wavelength: 0.009421 nm
kT/(p lam^3): 1.3291e+14
Rotational factor T/(2 theta): 259.12
Vibrational factor: 1.1409
Rotation-spin sum, diagonalized: 777.86
Rotor sum without spin: 259.29
Spin degeneracy from the two sums: 3.000010
mu_O with g=3: -1.8176 eV
mu_O with g omitted: -1.7668 eV
Error in mu_O: 50.80 meV
Vacant fraction, correct: 2.7988e-06
Vacant fraction, g omitted: 1.6159e-06
Neutral vacancies, correct: 1.287e+17 cm^-3
Neutral vacancies, g omitted: 7.433e+16 cm^-3
Sheet density, correct: 6.437e+11 cm^-2
Sheet density, g omitted: 3.717e+11 cm^-2
Closed-box fraction, correct: 2.7997e-06
Closed-box fraction, g omitted: 1.6164e-06
Closed-box ratio: 1.73205; sqrt(3): 1.73205
Closed-box fraction at triple pressure: 1.6164e-06
Shortfall from omission: 42.3 %
Saturation case E_f: 1.8 eV; fraction: 0.5474
Saturation case, g omitted: 0.4112; ratio: 1.3313
Site-energy spread: 0.2 eV; gain: 10.34
Ratio with site-energy spread: 1.7301
O2 singlets, relative change of g: 1.34e-05
Phonon energy, three modes: 50 meV
Phonon factor on concentration: 0.164
Factor from 0.1 eV error in E_f: 2.95
Electron mass: 0.2 m_e; (2+/0) level: -0.1 eV
Band density of states N_c: 1.519e+19 cm^-3
Electrons, correct: 1.844e+18 cm^-3
Electrons, g omitted: 1.542e+18 cm^-3
Charged vacancies V2+, correct: 9.219e+17 cm^-3
Electron ratio, Fermi-Dirac: 1.1954
Electron ratio, Boltzmann: 1.2009
Ratio for all vacancies: 1.2425
log10 of equilibrium V0 per cm^3 at 300 K: -20.2
O2 entropy, 298.15 K, 1 bar, g=3: 205.12 J/(mol K)
O2 entropy, same, g omitted: 195.99 J/(mol K)
every check passed
```
